\section*{Separating Interface Energy from Coherency Strain in Superlattice Calculations}

\section{A case with two equal springs}

Let a superlattice of phases A and B repeat every $N$ atomic layers, with a fraction $x$ of the layers in A. The layers match atom to atom across each interface, so both phases share one in-plane spacing $a$, called the width. Suppose that each phase resists a change of width like a spring of the same stiffness $k$, with rest widths $a_A$ and $a_B$, and that each interface costs a constant energy $g$. All energies are per in-plane cell, which holds one atom per layer. A period contains two interfaces, so the energy above that of the unstrained phases is
\begin{equation}
\Delta E=\frac{Nk}{2}\left[x(a-a_A)^2+(1-x)(a-a_B)^2\right]+2g .
\end{equation}
Setting the derivative with respect to $a$ to zero gives $a_0=xa_A+(1-x)a_B$. Write $m=a_B-a_A$. Then $a_0-a_A=(1-x)m$ and $a_0-a_B=-xm$, and the bracket becomes $x(1-x)^2m^2+(1-x)x^2m^2=x(1-x)m^2$. Hence
\begin{equation}
\Delta E(N)=Nw+2g,\qquad w=\tfrac12 k\,x(1-x)m^2 .
\label{eq:spring}
\end{equation}
The strain energy grows with the period and the interface energy does not. Two periods at the same $x$ separate them, because $2\Delta E(N)-\Delta E(2N)=2g$. A single period cannot: half its excess energy is $g+Nw/2$.

Real phases have unequal, anharmonic stiffness, and $g$ depends on the width. What survives of Eq.~\eqref{eq:spring} depends on one setting of the calculation: which components of the cell may relax.

\section{What the cell-relaxation setting decides}

Three choices matter here. The cell may be fixed in the plane and free along the normal; it may be free in both; or it may be fixed altogether. Atomic positions are relaxed in every case. The first two choices lead to usable formulas. Unless the fixed height happens to equal the relaxed one, the third leaves a normal stress in the slabs, which adds an elastic energy that the references below do not contain.

Let $e_i(a)$ be the energy per atom of bulk phase $i$ held at width $a$ with its normal spacing relaxed, and let $e_i^0$ be its minimum over $a$. Define
\begin{align}
W(a)&=x\,e_A(a)+(1-x)\,e_B(a),\\
w(a)&=W(a)-x\,e_A^0-(1-x)\,e_B^0 .
\end{align}
The second quantity is the coherency strain energy per atom. From here on, $a_0$ is the width that minimizes $W$, and primes are derivatives with respect to $a$. Quantities written without an argument are taken at $a_0$.

\subsection{Width fixed, normal free}

In mechanical equilibrium the same normal force is transmitted through every plane of the stack. It equals the derivative of the energy with respect to the cell height, which is zero when the height is free. Far from the interfaces each slab therefore has the normal spacing of its own bulk phase at width $a$ and zero normal stress, and each such layer contributes $e_i(a)$. What remains belongs to the interfaces:
\begin{equation}
E(N,a)=N\,W(a)+2g(a)+\text{(finite-thickness terms)} .
\label{eq:fixed}
\end{equation}
This defines $g(a)$ as the mean excess energy of the two interfaces. If they differ in structure, the superlattice gives their average and not the separate values. The interface energy per area is $\gamma=g/a^2$, referred to the strained area.

For short-ranged forces in a stable crystal, a disturbance of the layer spacings dies out exponentially with distance, and so do the finite-thickness terms. Polar interfaces with long-ranged fields, and thin metallic slabs whose energies oscillate with thickness, need not obey this. Equation~\eqref{eq:fixed} also assumes zero temperature, no dislocations and no mixing across the interface.

\subsection{Width and normal both free}

Now the width settles at a value $a_N$ that depends on the period. Put $u=a-a_0$ and expand Eq.~\eqref{eq:fixed}, using $W'(a_0)=0$:
\begin{equation}
E=NW+2g+2g'u+\tfrac12NW''u^2+g''u^2+\tfrac16NW'''u^3+\dots
\label{eq:expand}
\end{equation}
The two leading terms in $u$ balance when $2g'+NW''u=0$, so
\begin{equation}
a_N-a_0=-\frac{2g'}{NW''}+O(N^{-2}) .
\label{eq:width}
\end{equation}
Since $u$ is of order $1/N$, the last two terms written in Eq.~\eqref{eq:expand} are of order $1/N^2$. The other two give $-4g'^2/(NW'')+2g'^2/(NW'')$. Subtracting the unstrained phases leaves
\begin{equation}
\Delta E(N)=Nw+2g-\frac{2g'^2}{NW''}+O(N^{-2}) .
\label{eq:main}
\end{equation}
The slope is still the strain energy and the intercept is still $2g$, both at $a_0$. The interfaces pull the width away from $a_0$, but $W$ is stationary there, so the bulk cost appears first at order $1/N$; the interface gain is twice as large, and the net change is a lowering of the energy at that order. The result needs $W''>0$ and periods long enough for $a_N-a_0$ to be small.

\section{Choosing the setting and the fit}

With the width fixed at $a_0$ there is no $1/N$ term, and a straight line in $N$ suffices once the slabs are thick enough. The value of $a_0$ comes from the curves $e_A(a)$ and $e_B(a)$ of the two strained bulk phases, as the root of $xe_A'+(1-x)e_B'=0$. With full relaxation, $a_0$ need not be known for the fit, but the $1/N$ term is present and one must decide whether to include it.

That decision depends on the numerical noise. Let the columns of a matrix $X$ hold $N$, $1$ and, if used, $1/N$ for each period. Least squares gives the coefficients $(X^TX)^{-1}X^Ty$ from the energies $y$. If the energies carry independent errors of standard deviation $\sigma$ per cell, the covariance of the coefficients is
\begin{equation}
(X^TX)^{-1}X^T(\sigma^2 I)X(X^TX)^{-1}=\sigma^2(X^TX)^{-1} .
\end{equation}
The intercept is the second coefficient and equals $2g$, so the standard error of $g$ is
\begin{equation}
\sigma_g=f\sigma,\qquad f=\tfrac12\sqrt{\left[(X^TX)^{-1}\right]_{22}} .
\end{equation}
If the periods are long enough for the $1/N$ term to dominate the departure from a straight line, a third column removes most of the bias. It also raises $f$. If the two-term fit has bias $b$ and the bias of the three-term fit is negligible, their mean-square errors are $b^2+f_2^2\sigma^2$ and $f_3^2\sigma^2$. The three-term fit is better when
\begin{equation}
\sigma<\frac{|b|}{\sqrt{f_3^2-f_2^2}} .
\label{eq:noise}
\end{equation}

\section{A worked superlattice}

The example is a stack of fcc (001) layers of two model species with the pair energy
\begin{equation}
V(r)=D\left[e^{-2\alpha(r-r_m)}-2e^{-\alpha(r-r_m)}\right]\left(1-\frac{r^2}{r_c^2}\right)^3
\end{equation}
for $r<r_c$ and zero beyond, with $\alpha=1.6$~\AA$^{-1}$ and $r_c=6$~\AA. The parameters $D$ are 0.60, 0.40 and 0.45~eV for AA, BB and AB pairs, and the parameters $r_m$ are 2.80, 2.88 and 2.85~\AA. The cutoff factor makes the actual pair wells shallower, 0.295, 0.188 and 0.215~eV, and moves their minima inward to 2.71, 2.79 and 2.76~\AA. Pair forces omit electronic and many-body effects, so the numbers illustrate the method and describe no particular material.

The free widths are 2.6628 and 2.7474~\AA, a misfit $(a_B-a_A)/a_A$ of 3.2\%. At $x=1/2$ the strained-bulk calculations give $a_0=2.7037$~\AA, $w=0.003036$~eV/atom and $W''=3.318$~eV/\AA$^2$. The equal-spring formula with $k=W''$ gives $3.318\times0.0846^2/8=0.00297$~eV/atom, about 2\% lower.

At fixed width $a_0$, subtracting $NW$ and halving gives $g=0.12591$, $0.126332$ and $0.126335$~eV for $N=4$, 8 and 16, and the last value is unchanged at $N=48$ to the digits given. In this model slabs of four layers already suffice.

With full relaxation, half the excess over unstrained phases is 0.1445~eV at $N=12$ and 0.1992~eV at $N=48$. These exceed $g$ by 14\% and 58\%: the longer cell gives the worse estimate. The two-period formula does much better. From $N=24$ and $N=48$,
\begin{equation}
g\approx\tfrac12\left(2\times0.32545-0.39837\right)=0.12627\ \text{eV},
\end{equation}
which is 0.05\% below the fixed-width value.

The interface term has $g'=0.0604$~eV/\AA. Equation~\eqref{eq:width} then predicts $N(a_N-a_0)=-2\times0.0604/3.318=-0.0364$~\AA, and the relaxed cell at $N=48$ gives $-0.0361$~\AA. The predicted $1/N$ coefficient is $-2\times0.0604^2/3.318=-2.20\times10^{-3}$~eV, against $-2.19\times10^{-3}$~eV from the same cell.

Fits to seven periods from 12 to 48 give $g=0.12624$~eV with two terms and $0.12633$~eV with three. The two-term bias is $b=-9.4\times10^{-5}$~eV, or $-0.07\%$ of $g$. The noise factors are $f_2=0.47$ and $f_3=2.17$, so Eq.~\eqref{eq:noise} puts the crossover at
\begin{equation}
\sigma=\frac{9.4\times10^{-5}}{\sqrt{2.17^2-0.47^2}}\approx4\times10^{-5}\ \text{eV per cell}.
\end{equation}
With noisier energies than this, the straight line is the better choice for these periods. The energies here are far more precise, so the three-term value is used:
\begin{equation}
\gamma=\frac{0.12633}{2.7037^2}=0.01728\ \text{eV/\AA}^2=277\ \text{mJ/m}^2 .
\end{equation}

\section{Reference strain states}

It is tempting to skip the fit and subtract strained bulk energies from one cell. Equation~\eqref{eq:fixed} allows this if the references have the same width as the cell and a relaxed normal spacing. If the reference energy per atom of the mixture is wrong by $\delta e$, the inferred interface energy is wrong by
\begin{equation}
\delta g=-\tfrac12N\,\delta e .
\label{eq:referr}
\end{equation}
The percentages below are relative to $g$, for one cell of $N=24$ held at $a_0$.

\emph{Unstrained references.} Here $\delta e=-w$ and $\delta g=Nw/2=12\times0.003036=0.0364$~eV, or 29\%.

\emph{Both references too wide by $\delta$.} Since $W'=0$ at $a_0$, $\delta e=\frac12W''\delta^2$ and
\begin{equation}
\delta g=-\tfrac14NW''\delta^2 .
\end{equation}
For $\delta=0.01$~\AA\ this is $-0.00199$~eV. The direct calculation gives $-0.00193$~eV, or $-1.5\%$.

\emph{One reference too wide.} If only A is displaced, the linear term survives:
\begin{equation}
\delta g=-\tfrac12Nx\left(e_A'\delta+\tfrac12e_A''\delta^2\right).
\end{equation}
At $a_0$ the stresses of the slabs cancel only in the sum; separately, $e_A'=0.143$ and $e_B'=-0.143$~eV/\AA. With $e_A''=2.82$~eV/\AA$^2$ the formula gives $-6\times(0.00143+0.00014)=-0.0094$~eV, as does the direct calculation. This is $-7.4\%$, nearly five times the error from displacing both by the same 0.01~\AA. To leading order the one-sided error is linear in $\delta$ and the common error quadratic, so for small $\delta$ this ratio varies as $1/\delta$. A common error of width is thus safer than a discrepancy between the two references as long as $\delta$ is small compared with $x(1-x)$ times the difference of the free widths. The factor $x(1-x)$ matters when one phase is a small fraction of the period.

This protection is lost when the cell is held at a substrate width $a_s\neq a_0$. Then $W'(a_s)\neq0$, and even a common displacement gives a first-order error, $-\frac12NW'(a_s)\delta$.

\emph{Normal spacing not relaxed.} Suppose the references have the right width but keep their unstrained normal spacing $d_i^0$ instead of the relaxed $d_i$. The energy is stationary at $d_i$, so the excess is quadratic. With normal stiffness $k_i$ and fractions $x_A=x$, $x_B=1-x$,
\begin{equation}
\delta g=-\tfrac14N\sum_i x_ik_i(d_i^0-d_i)^2 .
\end{equation}
The direct calculation gives $-0.0323$~eV, or $-26\%$, and the formula $-0.0325$~eV. Bulk references therefore need the same setting as the superlattice: in-plane fixed, normal free.

\subsection{Which errors the fit removes}

Let the reference error vary with the period as $\delta e=\varepsilon_0+\varepsilon_1/N+\dots$. The fitted energy changes by $-N\delta e=-N\varepsilon_0-\varepsilon_1-\dots$. The first part is a multiple of the column $N$, so least squares puts it wholly into the slope. The second is a multiple of the constant column and changes $g$ by $-\varepsilon_1/2$.

Every error listed above is constant per atom if the same references serve all periods, and the fit then leaves $g$ untouched. The slope reveals such an error: it should equal $w$ for unstrained references and zero for references at $a_0$.

An error of order $1/N$ escapes this check. It arises if, with full relaxation, the A reference is recomputed at each $a_N$ while the B reference is kept at $a_0$. By Eq.~\eqref{eq:width} the error is $\delta e=xe_A'(a_N-a_0)=-2xe_A'g'/(NW'')$ to leading order, so
\begin{equation}
\delta g=\frac{xe_A'g'}{W''}=\frac{0.5\times0.143\times0.0604}{3.318}=0.0013\ \text{eV}.
\end{equation}
The three-term fit to such data shows this bias, 1\% of $g$. Its slope is $1.5\times10^{-7}$~eV/atom and its rms residual $2\times10^{-7}$~eV, so neither gives a warning.

If both references follow $a_N$, the linear terms cancel. The remainder is $E-NW(a_N)=2g(a_N)=2g-4g'^2/(NW'')+\dots$, whose intercept is correct.

\section{Keeping the phase fraction fixed}

Suppose every cell has $s$ layers more of A, and $s$ fewer of B, than the fraction $x$ requires. At fixed width $a_0$ the strain energy is then $Nw+s(\Delta e_A-\Delta e_B)$, where $\Delta e_i=e_i(a_0)-e_i^0$. The extra constant enters the intercept:
\begin{equation}
\delta g=\tfrac12s(\Delta e_A-\Delta e_B) .
\end{equation}
For $s=1$ this is $(0.003117-0.002956)/2=8\times10^{-5}$~eV, confirmed by a fit to such cells. It is small because the two strain energies happen to be nearly equal at $x=1/2$.

With full relaxation the constant term also has a different derivative, $2g'+s(e_A'-e_B')$ in place of $2g'$. Whether its magnitude grows depends on the signs and sizes of the two parts; here both are positive for $s>0$. The derivation of Eq.~\eqref{eq:main} then gives a $1/N$ coefficient of $-(0.121+0.286)^2/(2\times3.318)=-0.025$~eV for $s=1$, eleven times the previous one. Least squares is linear in the data, so the part of the two-term bias that comes from the $1/N$ term grows in the same ratio; this estimates the bias at about $-0.001$~eV. For $s=-1$ the two parts partly cancel, and the coefficient is $-(0.121-0.286)^2/(2\times3.318)=-0.004$~eV.

The opposite limit is a series in which the A slab keeps $n_A$ layers while B grows. The width then tends to $a_B$, and
\begin{equation}
\Delta E\to n_A\left[e_A(a_B)-e_A^0\right]+2g(a_B) .
\end{equation}
The strain energy of the whole A slab now sits in the constant, and no fit in $N$ can separate it from $g$.

Series at different fixed fractions give different interface energies, because each has its own $a_0$. At $x=1/4$ the width is 2.7255~\AA\ and the fit gives $g=0.12776$~eV. Half-and-half cells held at that width give the same value to these digits, so the change from 0.12633~eV is an effect of the width. The energy per area nevertheless falls, from 277 to 276~mJ/m$^2$, because $a^2$ grows by a larger factor than $g$. A reported $\gamma$ should therefore state the width to which it belongs. It is not the energy of an interface between unstrained phases. The remaining intermediate values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Morse alpha 1.6 1/A, cutoff 6.0 A
AA: depth 0.60 eV, r 2.80 A
BB: depth 0.40 eV, r 2.88 A
AB: depth 0.45 eV, r 2.85 A
A free: a 2.66280 A, d 1.88288 A, e -1.95866 eV
B free: a 2.74741 A, d 1.94271 A, e -1.22719 eV
misfit (aB-aA)/aA: 3.178 %
x = 0.5: coherent width a0 2.70368 A
strain energy A, B: 0.003117, 0.002956 eV/atom
w from strained bulk: 0.003036 eV/atom
fixed a0, N=4: g 0.12591180 eV/cell
fixed a0, N=8: g 0.12633227 eV/cell
fixed a0, N=16: g 0.12633469 eV/cell
fixed a0, N=48: g 0.12633469 eV/cell
g' 0.06044 eV/A, W'' 3.3179 eV/A^2
eA' 0.14300, eB' -0.14301 eV/A; eA'' 2.8155 eV/A^2
N, relaxed width (A), DeltaE (eV/cell), DeltaE/2 (eV/cell):
 12 2.700740 0.2889278 0.144464
 16 2.701457 0.3011172 0.150559
 20 2.701893 0.3132893 0.156645
 24 2.702186 0.3254527 0.162726
 32 2.702555 0.3497663 0.174883
 40 2.702778 0.3740711 0.187036
 48 2.702927 0.3983714 0.199186
2-term fit: w 0.0030398 eV/atom, g 0.1262402 eV/cell
3-term fit: w 0.0030365 eV/atom, g 0.1263325 eV/cell
3-term fit: 1/N coefficient -2.097e-03 eV
N(aN-a0), N=48: -0.036134 A; formula -0.036435 A
1/N energy, N=48: -2.186e-03 eV; formula -2.202e-03 eV
noise factor for g: 2-term 0.466, 3-term 2.174
gamma: 0.017282 eV/A^2 = 276.89 mJ/m^2
Reference errors in g, N=24, delta=0.01 A (eV/cell):
unstrained references: 0.036437
both displaced: -0.001933; formula -0.001991
only A displaced: -0.009393; formula -0.009425
unrelaxed normal: -0.032290; formula -0.032462
mixed-width fit bias: 1.297e-03; formula 1.303e-03 eV/cell
mixed-width fit: slope 1.45e-07 eV/atom, rms 2.24e-07 eV
fraction-drift bias: 8.047e-05; formula 8.047e-05 eV/cell
x = 0.25: a0 2.72554 A, fitted w 0.002238 eV/atom
x = 0.25: fitted g 0.1277626, fixed-width g 0.1277552 eV/cell
x = 0.25: gamma 275.56 mJ/m^2
\end{verbatim}
